# The Hydrogen–Hydrogen C6 Coefficient from Discrete Laguerre Pseudostates: test program

```python
"""
Result under test: for two ground-state hydrogen atoms the attraction at large
separation R is -C6/R^6 with C6 = 6.499 hartree bohr^6, and
    C6 = (2/3) sum_mn d_m^2 d_n^2 / (w_m + w_n)
may be summed over discrete p-wave pseudostates from a Laguerre basis.
Symbols (atomic units): l angular momentum, lam basis scale, x = lam*r,
w_m excitation energy from 1s, d_m radial matrix element of r^l with 1s,
mass reduced mass of the electron (1 for an infinitely heavy proton).
Basis: sqrt(lam/s_k) x^(l+1) exp(-x/2) L_k^(2l+2)(x),
       s_k = (k+1)(k+2)...(k+2l+2).
"""
from math import comb, pi
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre, roots_laguerre


def basis_matrices(l, size, lam):
    k = np.arange(size)
    s = np.prod([k + float(q) for q in range(1, 2*l + 3)], axis=0)
    low, high = np.minimum.outer(k, k), np.maximum.outer(k, k)
    ratio = np.sqrt(s[low] / s[high])
    kinetic = lam**2 * (2*low + 2*l + 3) / (4*(2*l + 3)) * ratio
    kinetic = kinetic - lam**2 / 8 * np.eye(size)
    coulomb = lam / (2*l + 2) * ratio
    return s, kinetic, coulomb


def source_vector(l, size, lam, mass=1.0):
    k = np.arange(size)
    s = basis_matrices(l, size, lam)[0]
    p = 0.5 + mass / lam
    return (2*mass**1.5 * lam**(-l - 1.5) * np.sqrt(s)
            * (p - 1)**k / p**(k + 2*l + 3))


def pseudostates(l, size, lam=2.0, mass=1.0):
    _, kinetic, coulomb = basis_matrices(l, size, lam)
    energy, vectors = eigh(kinetic / mass - coulomb)
    strength = (source_vector(l, size, lam, mass) @ vectors)**2
    return energy + mass / 2, strength


def pair_sum(first, second):
    return np.sum(np.outer(first[1], second[1])
                  / np.add.outer(first[0], second[0]))


def angular_factor(l1, l2):
    return comb(2*(l1 + l2), 2*l1) / ((2*l1 + 1) * (2*l2 + 1))


def dispersion(total_l, size, lam=2.0, mass=1.0):
    """Coefficient of -1/R^(2*total_l + 2)."""
    states = {l: pseudostates(l, size, lam, mass) for l in range(1, total_l)}
    return sum(angular_factor(l, total_l - l)
               * pair_sum(states[l], states[total_l - l])
               for l in range(1, total_l))


# Matrix elements and source vector against quadrature of the basis functions
x, weight = roots_laguerre(60)
test_lam, test_size = 1.7, 6
for l in (1, 2, 3):
    s, kinetic, coulomb = basis_matrices(l, test_size, test_lam)
    values, slopes = [], []
    for k in range(test_size):
        poly = eval_genlaguerre(k, 2*l + 2, x)
        dpoly = -eval_genlaguerre(k - 1, 2*l + 3, x) if k else 0*x
        norm = np.sqrt(test_lam / s[k])
        values.append(norm * x**(l + 1) * poly)
        slopes.append(norm * test_lam * x**l * ((l + 1 - x/2)*poly + x*dpoly))
    values, slopes = np.array(values), np.array(slopes)
    r, w = x / test_lam, weight / test_lam
    overlap = (values * w) @ values.T
    direct_k = 0.5*(slopes*w) @ slopes.T
    direct_k += 0.5*l*(l + 1)*(values*w/r**2) @ values.T
    direct_v = (values * w / r) @ values.T
    direct_d = values @ (w * 2*r**(l + 1)*np.exp(x/2 - r))
    assert np.allclose(overlap, np.eye(test_size), atol=1e-9)
    assert np.allclose(direct_k, kinetic, atol=1e-9)
    assert np.allclose(direct_v, coulomb, atol=1e-9)
    assert np.allclose(direct_d, source_vector(l, test_size, test_lam),
                       rtol=1e-8, atol=1e-9)


# Multipole terms against the full Coulomb interaction and sphere averages
def solid_harmonic(order, v):
    z, r2 = v[..., 2], np.sum(v*v, axis=-1)
    if order == 2:
        return (3*z**2 - r2) / 2
    if order == 3:
        return (5*z**3 - 3*z*r2) / 2
    return (35*z**4 - 30*z**2*r2 + 3*r2**2) / 8


def multipole_term(order, a, b):
    return (solid_harmonic(order, a - b) - solid_harmonic(order, a)
            - solid_harmonic(order, -b))


a, b = np.array([0.3, -0.5, 0.7]), np.array([-0.6, 0.2, 0.4])
far = 200.0
axis = np.array([0.0, 0.0, far])
full = (1/far + 1/np.linalg.norm(axis + b - a)
        - 1/np.linalg.norm(axis - a) - 1/np.linalg.norm(axis + b))
series = sum(multipole_term(n, a, b) / far**(n + 1) for n in (2, 3, 4))
assert abs(full/series - 1) < 1e-5
assert abs(multipole_term(2, a, b) - (a[0]*b[0] + a[1]*b[1] - 2*a[2]*b[2])) < 1e-12

nodes, node_weights = np.polynomial.legendre.leggauss(6)
phi = 2*pi*np.arange(10)/10
cosine, angle = np.meshgrid(nodes, phi, indexing="ij")
sine = np.sqrt(1 - cosine**2)
points = np.stack([sine*np.cos(angle), sine*np.sin(angle), cosine], -1)
points = points.reshape(-1, 3)
sphere_weights = np.repeat(node_weights / 20, 10)
for order in (2, 3, 4):
    term = multipole_term(order, points[:, None, :], points[None, :, :])
    average = sphere_weights @ term**2 @ sphere_weights
    expected = sum(angular_factor(l, order - l) for l in range(1, order))
    assert abs(average - expected) < 1e-10

# Two-atom Hamiltonian diagonalised directly in the undiagonalised basis
small, distance = 3, 10.0
_, kinetic, coulomb = basis_matrices(1, small, 2.0)
excited = kinetic - coulomb + 0.5*np.eye(small)
pair_h = np.kron(excited, np.eye(small)) + np.kron(np.eye(small), excited)
z_vector = source_vector(1, small, 2.0) / np.sqrt(3)
two_atoms = np.zeros((1 + 3*small**2,)*2)
for block, coefficient in enumerate((1, 1, -2)):
    part = slice(1 + block*small**2, 1 + (block + 1)*small**2)
    two_atoms[part, part] = pair_h
    coupling = coefficient*np.kron(z_vector, z_vector)/distance**3
    two_atoms[0, part] = coupling
    two_atoms[part, 0] = coupling
direct_c6 = -eigh(two_atoms, eigvals_only=True)[0] * distance**6
assert abs(direct_c6/dispersion(2, small) - 1) < 1e-4

# Convergence, lower bounds and independence of the basis scale
sizes = [1, 2, 3, 4, 5, 6, 8, 10, 15, 20, 30]
table = [dispersion(2, size) for size in sizes]
c6 = table[-1]
assert np.all(np.diff(table) > -1e-11)
assert abs(table[-1] - table[-2]) < 1e-8
assert abs(table[0] - 6) < 1e-12 and abs(table[1] - 363/56) < 1e-12
other_scales = [dispersion(2, 40, lam) for lam in (1.5, 3.0)]
assert np.allclose(other_scales, c6, rtol=0, atol=1e-7)


# Independent frequency integral using finite differences on a radial grid
def grid_c6(step, radius=30.0):
    r = np.arange(step, radius, step)
    source = 2*r**2*np.exp(-r)
    t, tw = np.polynomial.legendre.leggauss(40)
    t, tw = (t + 1)/2, tw/2
    total, static = 0.0, None
    for freq, fw in zip(np.r_[0, t/(1 - t)], np.r_[0, tw/(1 - t)**2]):
        band = np.zeros((3, len(r)), complex)
        band[0, 1:] = band[2, :-1] = -0.5/step**2
        band[1] = 1/step**2 + 1/r**2 - 1/r + 0.5 + 1j*freq
        response = solve_banded((1, 1), band, source)
        alpha = 2/3*step*np.real(source @ response)
        if static is None:
            static = alpha
        total += 3/pi*fw*alpha**2
    return np.array([total, static])


coarse, fine = grid_c6(0.02), grid_c6(0.01)
grid_value, grid_alpha = (4*fine - coarse)/3
assert abs(grid_value - c6) < 2e-5
w2, d2 = pseudostates(1, 2)
alpha2 = 2/3*np.sum(d2/w2)
assert abs(alpha2 - 4.5) < 1e-12 and abs(grid_alpha - alpha2) < 2e-5


# True bound states: strengths checked by quadrature, then summed in pairs
def bound_strength(n):
    n = np.asarray(n, float)
    return np.exp(np.log(256) + 7*np.log(n) + (2*n - 5)*np.log(n - 1)
                  - (2*n + 5)*np.log(n + 1))


for n in (2, 3, 5):
    def orbital(r):
        y = 2*r/n
        return y**2*np.exp(-y/2)*eval_genlaguerre(n - 2, 3, y)
    norm = quad(lambda r: orbital(r)**2, 0, 40*n, limit=300)[0]
    moment = quad(lambda r: 2*r**2*np.exp(-r)*orbital(r), 0, 60, limit=300)[0]
    assert abs(moment**2/norm - bound_strength(n)) < 1e-7
levels = np.arange(2, 2001)
bound = (0.5 - 0.5/levels**2, bound_strength(levels))
bound_c6 = 2/3*pair_sum(bound, bound)
w30, d30 = pseudostates(1, 30)
assert abs(w30[0] - 0.375) < 1e-9 and abs(d30[0] - bound_strength(2)) < 1e-7
assert bound_c6 < 0.8*c6

# Worked separation and neglected effects
R = 15.0
c8, c10 = dispersion(3, 30), dispersion(4, 30)
assert abs(c8/dispersion(3, 40, 2.4) - 1) < 1e-7
assert abs(c10/dispersion(4, 40, 2.4) - 1) < 1e-7
mass = 1/(1 + const.m_e/const.m_p)
c6_mass = dispersion(2, 30, 2.0, mass)
assert abs(c6_mass*mass**5/c6 - 1) < 1e-9
overlap_1s = np.exp(-R)*(1 + R + R**2/3)
t, tw = roots_laguerre(10)
mu = 1 + t/R
direct_overlap = R**2/4*np.exp(-R)*np.sum(
    tw[:, None]*node_weights*(mu[:, None]**2 - nodes**2))
assert abs(direct_overlap/overlap_1s - 1) < 1e-10
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
phase = w30[0]*R*const.fine_structure
leading = c6/R**6

print("Lower bounds to C6 at lam = 2 /bohr (hartree bohr^6)")
for size, value in zip(sizes, table):
    print(f"  N = {size:2d}: {value:.10f}")
print("N = 2: excitation energy (hartree), d^2 (bohr^2)")
for energy, strength in zip(w2, d2):
    print(f"  {energy:.6f}  {strength:.6f}")
print(f"Static polarizability, N = 2: {alpha2:.6f} bohr^3")
print("N = 10: energy E (hartree), d^2 (bohr^2)")
for energy, strength in zip(*pseudostates(1, 10)):
    print(f"  {energy - 0.5:12.6f}  {strength:.8f}")
print(f"True 2p strength d^2: {float(bound_strength(2)):.8f} bohr^2")
print(f"C6, N = 40, lam = 1.5 /bohr: {other_scales[0]:.10f} hartree bohr^6")
print(f"C6, N = 40, lam = 3.0 /bohr: {other_scales[1]:.10f} hartree bohr^6")
print(f"C6 from radial grid: {grid_value:.7f} hartree bohr^6")
print(f"C6 from two-atom matrix, N = 3, R = {distance:g} bohr: {direct_c6:.6f} hartree bohr^6")
print(f"True bound-bound part of C6: {bound_c6:.5f} hartree bohr^6")
print(f"Bound-bound share: {100*bound_c6/c6:.2f} %")
print(f"C6 converted: {c6*hartree_ev*(bohr*1e10)**6:.5f} eV angstrom^6")
print(f"C8: {c8:.5f} hartree bohr^8")
print(f"C10: {c10:.4f} hartree bohr^10")
print(f"Example separation: {R:.1f} bohr = {R*bohr*1e9:.4f} nm")
print(f"Leading attraction C6/R^6: {leading:.5e} hartree")
print(f"Leading attraction converted: {leading*hartree_ev*1e6:.3f} microelectronvolt")
print(f"C8 term / C6 term: {100*c8/(c6*R**2):.3f} %")
print(f"C10 term / C6 term: {100*c10/(c6*R**4):.3f} %")
print(f"1s overlap S: {overlap_1s:.4e} (no unit)")
print(f"Rough exchange scale, S^2 hartree / C6 term: {100*overlap_1s**2/leading:.3f} %")
print(f"Rough retardation scale, (w R/c)^2: {100*phase**2:.3f} %")
print(f"C6 with finite proton mass: {c6_mass:.6f} hartree bohr^6")
print(f"Finite-mass change in C6: {100*(c6_mass/c6 - 1):.4f} %")
print("PASS")
```

Output:

```
Lower bounds to C6 at lam = 2 /bohr (hartree bohr^6)
  N =  1: 6.0000000000
  N =  2: 6.4821428571
  N =  3: 6.4984439834
  N =  4: 6.4990025774
  N =  5: 6.4990253549
  N =  6: 6.4990265962
  N =  8: 6.4990267035
  N = 10: 6.4990267053
  N = 15: 6.4990267054
  N = 20: 6.4990267054
  N = 30: 6.4990267054
N = 2: excitation energy (hartree), d^2 (bohr^2)
  0.400000  2.500000
  1.000000  0.500000
Static polarizability, N = 2: 4.500000 bohr^3
N = 10: energy E (hartree), d^2 (bohr^2)
     -0.125000  1.66479945
     -0.054669  0.29653206
     -0.011224  0.27599273
      0.061344  0.28655777
      0.183640  0.23016024
      0.391690  0.14635680
      0.769869  0.07103409
      1.547834  0.02387517
      3.542343  0.00444932
     11.694172  0.00024236
True 2p strength d^2: 1.66478687 bohr^2
C6, N = 40, lam = 1.5 /bohr: 6.4990267054 hartree bohr^6
C6, N = 40, lam = 3.0 /bohr: 6.4990267054 hartree bohr^6
C6 from radial grid: 6.4990267 hartree bohr^6
C6 from two-atom matrix, N = 3, R = 10 bohr: 6.498396 hartree bohr^6
True bound-bound part of C6: 3.92355 hartree bohr^6
Bound-bound share: 60.37 %
C6 converted: 3.88334 eV angstrom^6
C8: 124.39908 hartree bohr^8
C10: 3285.8284 hartree bohr^10
Example separation: 15.0 bohr = 0.7938 nm
Leading attraction C6/R^6: 5.70559e-07 hartree
Leading attraction converted: 15.526 microelectronvolt
C8 term / C6 term: 8.507 %
C10 term / C6 term: 0.999 %
1s overlap S: 2.7837e-05 (no unit)
Rough exchange scale, S^2 hartree / C6 term: 0.136 %
Rough retardation scale, (w R/c)^2: 0.168 %
C6 with finite proton mass: 6.516743 hartree bohr^6
Finite-mass change in C6: 0.2726 %
PASS
```
